# Thermal smearing of tunnelling conductance and the factor x/sin x: verification in Python

```python
"""Thermal factor of tunnelling conductance.
Result under test: if the transmission is exp(e/d), with e the energy above
the Fermi level and d the slope energy, then G(T)/G(0) = x/sin(x), where
x = pi*k*T/d, and the integral exists only for k*T < d.
Rectangular barrier: height phi (eV), thickness t (nm), mass m_b (electron
masses); WKB transmission exp(-a*sqrt(phi-e)), a = 2*t*sqrt(2*m)/hbar.
Energies are in eV, lengths in nm, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

k_B = const.k / const.e
wave_unit = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9


def factor(x):
    return x / np.sin(x)


def integrate(fn, edges):
    return sum(quad(fn, lo, hi, epsabs=1e-13, epsrel=1e-10, limit=300)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def fermi_slope(z):
    """Minus the derivative of 1/(1+exp(z)), without overflow."""
    q = np.exp(-abs(z))
    return q / (1 + q)**2


# The basic integral, from its definition, up to close to the pole
def weighted(s, z):
    q = np.exp(-abs(z))
    return np.exp(s * z - abs(z)) / (1 + q)**2


identity_error = 0.0
for s in (0.05, 0.3, 0.7, 0.9):
    value = integrate(lambda z: weighted(s, z), [-60, -10, 0, 10, 60, 400])
    identity_error = max(identity_error,
                         abs(value / factor(np.pi * s) - 1))
assert identity_error < 1e-7

# At k*T = d the integral grows in step with its upper cutoff
growth = integrate(lambda z: weighted(1.0, z), [50, 100])
assert abs(growth - 50) < 1e-6

# Series coefficients from moments of the Fermi slope
moment2 = integrate(lambda z: z**2 * fermi_slope(z), [-80, -10, 0, 10, 80])
moment4 = integrate(lambda z: z**4 * fermi_slope(z), [-80, -10, 0, 10, 80])
assert abs(moment2 / 2 - np.pi**2 / 6) < 1e-8
assert abs(moment4 / 24 - 7 * np.pi**4 / 360) < 1e-7

# Example: rough values in the regime of an alumina tunnel barrier
phi, t, m_b, bias = 2.0, 1.5, 0.4, 0.3
a = 2 * t * wave_unit * np.sqrt(m_b)
opacity = a * np.sqrt(phi)
d = 2 * np.sqrt(phi) / a
kT300 = k_B * 300
x300 = np.pi * kT300 / d
F300 = factor(x300)


def one_mode(e):
    """WKB transmission relative to its Fermi-level value; 1 over the top."""
    return np.exp(opacity - a * np.sqrt(max(phi - e, 0.0)))


def planar(e):
    """Transmission summed over transverse modes, relative to e = 0."""
    root = a * np.sqrt(phi - e)
    return (1 + root) / (1 + opacity) * np.exp(opacity - root)


# Numerical slope of the WKB exponent against d
h = 1e-4
slope_wkb = np.log(one_mode(h) / one_mode(-h)) / (2 * h)
assert abs(slope_wkb * d - 1) < 1e-6

# Transverse-mode sum from its definition at two energies
def mode_sum(e):
    return integrate(lambda u: np.exp(opacity - a * np.sqrt(phi - e + u)),
                     [0, 1, 5, 20, 60])


assert abs(mode_sum(0.2) / mode_sum(0.0) / planar(0.2) - 1) < 1e-7


def thermal_average(fn, kT):
    """Average over the Fermi slope, for temperatures far below the barrier."""
    return integrate(lambda z: fn(z * kT) * fermi_slope(z),
                     [-35, -10, 0, 10, 35])


mode300 = thermal_average(one_mode, kT300)
planar300 = thermal_average(planar, kT300)
rise_mode = (mode300 - 1) / (F300 - 1)
rise_planar = (planar300 - 1) / (F300 - 1)
curvature = d / (2 * phi)
assert abs(rise_mode - (1 + curvature)) < 0.02
assert abs(rise_planar - 1 / (1 + curvature)) < 0.02

# Finite bias, purely exponential transmission
def window(e, kT):
    return expit(-e / kT) - expit(-(e + bias) / kT)


edges = [-2.0, -bias, 0, 0.3, 1.2]
current = integrate(lambda e: np.exp(e / d) * window(e, kT300), edges)
formula = d * F300 * (1 - np.exp(-bias / d))
assert abs(current / formula - 1) < 1e-7

# Finite bias, tilted barrier with its own slope energy
def tilted(e):
    action = 2 * a / (3 * bias) * ((phi - e)**1.5 - (phi - e - bias)**1.5)
    return np.exp(opacity - action)


d_bias = bias / (a * (np.sqrt(phi) - np.sqrt(phi - bias)))
slope_tilt = np.log(tilted(h) / tilted(-h)) / (2 * h)
assert abs(slope_tilt * d_bias - 1) < 1e-5
hot = integrate(lambda e: tilted(e) * window(e, kT300), edges)
cold = integrate(tilted, [-bias, 0])
ratio_bias = hot / cold
F_bias = factor(np.pi * kT300 / d_bias)
assert abs((ratio_bias - 1) / (F_bias - 1) - 1) < 0.15


# Whole temperature range: parts below and above the barrier top
def parts(kT):
    top = phi / kT
    split = min(10.0, top / 2)
    below = integrate(lambda z: one_mode(z * kT) * fermi_slope(z),
                      [-40, -10, 0, split, top])
    above = integrate(lambda z: one_mode(z * kT) * fermi_slope(z),
                      [top, top + 10, top + 40])
    return below, above


def full_over_formula(s):
    return sum(parts(s * d)) / factor(np.pi * s)


error_quarter = full_over_formula(0.25)
error_half = full_over_formula(0.5)
assert abs(error_quarter - 1) < 0.03
assert error_half > 1.4
s_cross = brentq(lambda s: np.log(parts(s * d)[1] / parts(s * d)[0]),
                 0.3, 0.9)
assert abs(s_cross / 0.5 - 1) < 0.15
s_percent = brentq(lambda s: full_over_formula(s) - 1.01, 0.1, 0.5)

# Image lowering at mid-barrier: closed form against the sum over images
eps_r = 3.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
image = np.log(2) * coulomb / (eps_r * t)
n = np.arange(1, 200001)
partial = np.cumsum((-1.0)**(n + 1) / n)
image_sum = coulomb / (eps_r * t) * 0.5 * (partial[-1] + partial[-2])
assert abs(image_sum / image - 1) < 1e-8
x_image = x300 * np.sqrt(phi / (phi - image))

# Exact wave matching shows the slope of the prefactor left out by WKB
band_depth = 8.0


def matched(e):
    k = wave_unit * np.sqrt(band_depth + e)
    kap = wave_unit * np.sqrt(m_b * (phi - e))
    q, g = np.exp(-kap * t), kap / m_b
    matrix = np.array([[1, -1, -q, 0],
                       [-1j * k, g, -g * q, 0],
                       [0, q, 1, -1],
                       [0, -g * q, g, -1j * k]], dtype=complex)
    right = np.array([-1, -1j * k, 0, 0], dtype=complex)
    return abs(np.linalg.solve(matrix, right)[3])**2


slope_matched = np.log(matched(0.01) / matched(-0.01)) / 0.02
assert abs(slope_matched * d - 1) < 0.10

# Other temperature effects, rough inputs
strain = 1e-3
strain_effect = np.exp(-opacity * strain) - 1
shift_equal = d * np.log(F300)
P0, alpha = 0.4, 2e-5
P300 = P0 * (1 - alpha * 300**1.5)


def spin_sums(P):
    up, down = (1 + P) / 2, (1 - P) / 2
    return up * up + down * down, 2 * up * down


par0, anti0 = spin_sums(P0)
par300, anti300 = spin_sums(P300)
tmr0, tmr300 = par0 / anti0 - 1, par300 / anti300 - 1
tmr_smear = (par0 * F300) / (anti0 * F300) - 1
field, breakdown = bias / t * 10, 10.0

print(f"basic integral, largest relative error: {identity_error:.1e}")
print(f"growth at kT=d for cutoff 50 to 100 kT: {growth:.4f}")
print(f"barrier height: {phi:.2f} eV; thickness: {t:.2f} nm")
print(f"barrier mass: {m_b:.2f} electron masses")
print(f"WKB coefficient a: {a:.4f} eV^-1/2")
print(f"WKB exponent at Fermi level: {opacity:.3f}")
print(f"slope energy d: {d:.4f} eV")
print(f"coefficient pi*k/d: {np.pi * k_B / d:.4e} 1/K")
print(f"kT at 300 K: {kT300:.5f} eV")
for T in (77, 300, 400):
    x = np.pi * k_B * T / d
    print(f"T={T} K: x={x:.4f}, x/sin(x)={factor(x):.5f}, "
          f"1+x^2/6={1 + x * x / 6:.5f}")
    print(f"  full WKB: one mode {thermal_average(one_mode, k_B * T):.5f}, "
          f"planar {thermal_average(planar, k_B * T):.5f}")
print(f"curvature parameter d/(2 phi): {curvature:.4f}")
print(f"rise at 300 K over formula, one mode: {rise_mode:.4f}")
print(f"rise at 300 K over formula, planar: {rise_planar:.4f}")
print(f"bias: {bias:.2f} V; slope energy at bias: {d_bias:.4f} eV")
print(f"current ratio 300 K/0 K at bias, full WKB: {ratio_bias:.5f}")
print(f"current ratio at bias, formula: {F_bias:.5f}")
print(f"full/formula at kT=d/4: {error_quarter:.4f}")
print(f"full/formula at kT=d/2: {error_half:.4f}")
print(f"1% error, one mode: kT/d={s_percent:.4f}, "
      f"T={s_percent * d / k_B:.0f} K")
print(f"temperature with kT=d/2: {d / (2 * k_B):.0f} K")
print(f"over-barrier part equals rest: kT/d={s_cross:.4f}, "
      f"T={s_cross * d / k_B:.0f} K")
print(f"pole of formula, kT=d: {d / k_B:.0f} K")
print(f"over-barrier/tunnelling part at 300 K: "
      f"{np.exp(opacity - phi / kT300):.1e}")
print(f"rough optical permittivity: {eps_r:.1f}")
print(f"image lowering at mid-barrier: {image:.3f} eV")
print(f"factor at 300 K with that lowering: {factor(x_image):.5f}")
print(f"electrode band depth: {band_depth:.1f} eV")
print(f"log slope: WKB {1 / d:.4f}, wave matching {slope_matched:.4f} 1/eV")
print(f"smearing, change of G from 0 to 300 K: {100 * (F300 - 1):.2f} %")
print(f"rough thermal strain: {100 * strain:.2f} %")
print(f"change of G by that strain: {100 * strain_effect:.2f} %")
print(f"barrier lowering equal to smearing: {1000 * shift_equal:.2f} meV")
print(f"polarization: 0 K {P0:.3f}, 300 K {P300:.3f}")
print(f"rough polarization-loss coefficient: {alpha:.1e} K^-3/2")
print(f"polarization loss, parallel G: {100 * (par300 / par0 - 1):.2f} %")
print(f"polarization loss, antiparallel G: "
      f"{100 * (anti300 / anti0 - 1):.2f} %")
print(f"magnetoresistance at 0 K: {100 * tmr0:.2f} %")
print(f"magnetoresistance, 300 K, smearing only: {100 * tmr_smear:.2f} %")
print(f"magnetoresistance, 300 K, polarization loss: {100 * tmr300:.2f} %")
print(f"field at bias: {field:.2f} MV/cm; "
      f"rough breakdown: {breakdown:.0f} MV/cm")
print("all tests passed")
```

Output:

```
basic integral, largest relative error: 6.7e-16
growth at kT=d for cutoff 50 to 100 kT: 50.0000
barrier height: 2.00 eV; thickness: 1.50 nm
barrier mass: 0.40 electron masses
WKB coefficient a: 9.7205 eV^-1/2
WKB exponent at Fermi level: 13.747
slope energy d: 0.2910 eV
coefficient pi*k/d: 9.3040e-04 1/K
kT at 300 K: 0.02585 eV
T=77 K: x=0.0716, x/sin(x)=1.00086, 1+x^2/6=1.00086
  full WKB: one mode 1.00092, planar 1.00080
T=300 K: x=0.2791, x/sin(x)=1.01310, 1+x^2/6=1.01298
  full WKB: one mode 1.01411, planar 1.01224
T=400 K: x=0.3722, x/sin(x)=1.02346, 1+x^2/6=1.02308
  full WKB: one mode 1.02535, planar 1.02196
curvature parameter d/(2 phi): 0.0727
rise at 300 K over formula, one mode: 1.0769
rise at 300 K over formula, planar: 0.9342
bias: 0.30 V; slope energy at bias: 0.2796 eV
current ratio 300 K/0 K at bias, full WKB: 1.01435
current ratio at bias, formula: 1.01420
full/formula at kT=d/4: 1.0112
full/formula at kT=d/2: 1.9350
1% error, one mode: kT/d=0.2399, T=810 K
temperature with kT=d/2: 1688 K
over-barrier part equals rest: kT/d=0.5371, T=1813 K
pole of formula, kT=d: 3377 K
over-barrier/tunnelling part at 300 K: 2.4e-28
rough optical permittivity: 3.0
image lowering at mid-barrier: 0.222 eV
factor at 300 K with that lowering: 1.01475
electrode band depth: 8.0 eV
log slope: WKB 3.4367, wave matching 3.2925 1/eV
smearing, change of G from 0 to 300 K: 1.31 %
rough thermal strain: 0.10 %
change of G by that strain: -1.37 %
barrier lowering equal to smearing: 3.79 meV
polarization: 0 K 0.400, 300 K 0.358
rough polarization-loss coefficient: 2.0e-05 K^-3/2
polarization loss, parallel G: -2.72 %
polarization loss, antiparallel G: 3.75 %
magnetoresistance at 0 K: 38.10 %
magnetoresistance, 300 K, smearing only: 38.10 %
magnetoresistance, 300 K, polarization loss: 29.48 %
field at bias: 2.00 MV/cm; rough breakdown: 10 MV/cm
all tests passed
```
